# Steady Soret Profile of a Dilute Solute in a Sealed Body: test program

```python
"""Steady Soret profile of a dilute solute in a sealed body.

Result under test: c = A exp(Q/(k T)), with A fixed by the solute content.
c: solute fraction per host atom; T: temperature (K); k: Boltzmann constant;
Q: constant heat of transport (eV), defined by the flux law
J = -D (grad c + c Q grad T / (k T^2)); D: diffusion coefficient (mm^2/s).
Q > 0 drives solute to the cold side, Q < 0 to the hot side.
The example is carbon in bcc iron with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

K = const.k / const.e                                   # eV/K
HARTREE = const.physical_constants["Hartree energy in eV"][0]

# Example inputs (rough typical values for carbon in bcc iron)
Q_C = -1.0            # heat of transport, eV
E_MIG = 0.87          # migration energy, eV
D_PRE = 2.0           # diffusion prefactor, mm^2/s
LENGTH = 5.0          # plate thickness, mm
T_COLD, T_HOT = 800.0, 950.0
C_MEAN = 100.0        # mean carbon content, atomic ppm
T_MID = (T_COLD + T_HOT) / 2
DELTA_T = T_HOT - T_COLD


def diffusivity(T):
    return D_PRE * np.exp(-E_MIG / (K * T))


def plate_temperature(x):
    return T_COLD + DELTA_T * x / LENGTH


def generator(T, left, right, spacing, Q, D_function):
    """Matrix M of dc/dt = M c from centred differences of the flux law."""
    T_face = (T[left] + T[right]) / 2
    drift = Q * (T[right] - T[left]) / (K * T_face**2)
    rate = D_function(T_face) / spacing**2
    forward, backward = rate * (1 - drift / 2), rate * (1 + drift / 2)
    M = np.zeros((T.size, T.size))
    np.add.at(M, (left, left), -forward)
    np.add.at(M, (right, left), forward)
    np.add.at(M, (right, right), -backward)
    np.add.at(M, (left, right), backward)
    return M


def stationary(M, mean):
    """Stationary vector with a given mean; one redundant row is replaced."""
    A = M / np.abs(M).max()
    A[-1] = 1.0 / len(A)
    b = np.zeros(len(A))
    b[-1] = mean
    return np.linalg.solve(A, b)


def boltzmann_like(T, Q):
    """Derived law, normalised to mean 1 over the given cells."""
    w = np.exp(Q / K * (1 / T - 1 / T_MID))
    return w / w.mean()


# --- Hop model: stationary state of a chain of planes ---------------------
q1, q2, q3 = 0.1, 0.3, 0.5
planes = 60
T_chain = 600 + 400 * np.linspace(0, 1, planes)**2
hop = np.zeros((planes, planes))
for i in range(planes - 1):
    Ti, Tj = T_chain[i], T_chain[i + 1]
    Tm = (Ti + Tj) / 2
    right_rate = np.exp(-(q1 / Ti + q2 / Tm + q3 / Tj) / K)
    left_rate = np.exp(-(q1 / Tj + q2 / Tm + q3 / Ti) / K)
    hop[i, i] -= right_rate
    hop[i + 1, i] += right_rate
    hop[i + 1, i + 1] -= left_rate
    hop[i, i + 1] += left_rate
chain = stationary(hop, 1.0)
chain_error = np.max(np.abs(chain / boltzmann_like(T_chain, q1 - q3) - 1))
assert chain_error < 1e-7

# --- Hop model: net flux against the continuum flux law -------------------
a, x0 = 1e-3, 0.4
def T_test(x): return 600 + 400 * x**2
def c_test(x): return 1 + 0.5 * np.sin(3 * x)
Ti, Tm, Tj = T_test(x0 - a / 2), T_test(x0), T_test(x0 + a / 2)
flux_hop = a * (
    c_test(x0 - a / 2) * np.exp(-(q1 / Ti + q2 / Tm + q3 / Tj) / K)
    - c_test(x0 + a / 2) * np.exp(-(q1 / Tj + q2 / Tm + q3 / Ti) / K))
D_hop = a**2 * np.exp(-(q1 + q2 + q3) / (K * Tm))
flux_law = -D_hop * (1.5 * np.cos(3 * x0)
                     + c_test(x0) * (q1 - q3) * 800 * x0 / (K * Tm**2))
flux_error = abs(flux_hop / flux_law - 1)
assert flux_error < 1e-4

# --- Sealed plate: finite volumes against the derived law -----------------
def plate_cells(n, Q):
    x = (np.arange(n) + 0.5) * LENGTH / n
    T = plate_temperature(x)
    left = np.arange(n - 1)
    return T, generator(T, left, left + 1, LENGTH / n, Q, diffusivity)

errors_1d = []
for n in (50, 100, 200):
    T_cells, M_plate = plate_cells(n, Q_C)
    c_cells = stationary(M_plate, C_MEAN)
    law_cells = C_MEAN * boltzmann_like(T_cells, Q_C)
    errors_1d.append(np.max(np.abs(c_cells / law_cells - 1)))
assert errors_1d[-1] < 1e-4
assert 3.5 < errors_1d[0] / errors_1d[1] < 4.5
slope_numeric = np.polyfit(1 / T_cells, np.log(c_cells), 1)[0]
assert abs(slope_numeric / (Q_C / K) - 1) < 1e-4

# Sign rule: a positive heat of transport collects solute at the cold face
T_pos, M_pos = plate_cells(100, +0.5)
assert np.argmax(stationary(M_pos, 1.0)) == np.argmin(T_pos)
assert np.argmax(c_cells) == np.argmax(T_cells)

# --- Approach to the steady state from a uniform start --------------------
decay = np.sort(np.linalg.eigvals(M_plate).real)[::-1]
tau = -1 / decay[1]
five_tau = expm(M_plate * 5 * tau)
c_time = five_tau @ np.full(T_cells.size, C_MEAN)
left_after_five = np.max(np.abs(c_time / c_cells - 1))
c_time = five_tau @ (five_tau @ c_time)
assert np.max(np.abs(c_time / law_cells - 1)) < 2e-4

# --- Two-dimensional sealed box, with two different D(T) ------------------
def box_error(n, D_function):
    s = (np.arange(n) + 0.5) / n
    X, Y = np.meshgrid(s, s, indexing="ij")
    T = (875 + 45 * np.cos(np.pi * X) + 30 * np.sin(2 * Y + X * Y)).ravel()
    index = np.arange(n * n).reshape(n, n)
    left = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    right = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    c = stationary(generator(T, left, right, 1 / n, Q_C, D_function), 1.0)
    return np.max(np.abs(c / boltzmann_like(T, Q_C) - 1))

box_errors = []
for D_function in (diffusivity, np.ones_like):
    coarse, fine = box_error(18, D_function), box_error(36, D_function)
    assert fine < 3e-3 and 3.0 < coarse / fine < 5.0
    box_errors.append(fine)

# --- Open ends: both faces held at the same solute fraction ---------------
def phi(x):
    return Q_C / K * (1 / plate_temperature(x) - 1 / T_MID)

def resistance(x):
    return np.exp(-phi(x)) / diffusivity(plate_temperature(x))

nodes = 401
T_nodes = plate_temperature(np.linspace(0, LENGTH, nodes))
left = np.arange(nodes - 1)
M_open = generator(T_nodes, left, left + 1, LENGTH / (nodes - 1),
                   Q_C, diffusivity)
M_open /= np.abs(M_open).max()
source = np.zeros(nodes)
for end in (0, -1):
    M_open[end] = 0
    M_open[end, end] = 1
    source[end] = C_MEAN
open_mid_numeric = np.linalg.solve(M_open, source)[nodes // 2]
u_0, u_L = C_MEAN * np.exp(-phi(0)), C_MEAN * np.exp(-phi(LENGTH))
J_open = (u_0 - u_L) / quad(resistance, 0, LENGTH)[0]
open_mid = np.exp(phi(LENGTH / 2)) * (
    u_0 - J_open * quad(resistance, 0, LENGTH / 2)[0])
assert abs(open_mid / open_mid_numeric - 1) < 1e-4
sealed_from_cold = C_MEAN * np.exp(phi(LENGTH / 2) - phi(0))
assert abs(open_mid / sealed_from_cold - 1) > 0.05
assert J_open > 0      # negative Q: steady flow from cold to hot

# --- Worked example --------------------------------------------------------
mean_weight = quad(lambda x: np.exp(phi(x)), 0, LENGTH)[0] / LENGTH
def carbon(x): return C_MEAN * np.exp(phi(x)) / mean_weight
prefactor = C_MEAN / mean_weight * np.exp(-Q_C / (K * T_MID))
c_cold, c_hot = carbon(0.0), carbon(LENGTH)
log_ratio = np.log(c_hot / c_cold)
log_linear = -Q_C * DELTA_T / (K * T_MID**2)

# --- Sizes of neglected effects (rough inputs) -----------------------------
theta_cold, theta_hot = c_cold * 1e-6 / 3, c_hot * 1e-6 / 3
blocking = 100 * ((1 - theta_hot) / (1 - theta_cold) - 1)
neighbours, attraction = 10, 0.1
pairing = 100 * neighbours * theta_hot * np.expm1(attraction / (K * T_HOT))
disl_density, sites_per_spacing, binding = 1e12, 10, 0.6
spacing_m, lattice_m = 2.5e-10, 2.87e-10
trap_sites = disl_density * sites_per_spacing / spacing_m
trapping = (100 * trap_sites / (6 / lattice_m**3)
            * np.exp(binding / (K * T_COLD)))
expansion = 1.5e-5
volume_change = 100 * 3 * expansion * DELTA_T
q_drift = 0.10
log_drift = quad(lambda T: -Q_C * (1 + q_drift * (T - T_COLD) / DELTA_T)
                 / (K * T**2), T_COLD, T_HOT)[0]
drift_change = 100 * np.expm1(log_drift - log_ratio)
fall = 0.15            # relative fall of heat conductivity, cold to hot
def T_bent(x):
    s = (1 - fall / 2) * x / LENGTH
    return T_COLD + DELTA_T * (1 - np.sqrt(1 - 2 * fall * s)) / fall
bent_weight = quad(lambda x: np.exp(Q_C / K * (1 / T_bent(x) - 1 / T_MID)),
                   0, LENGTH)[0] / LENGTH
bent_change = 100 * (mean_weight / bent_weight - 1)
young, poisson, carbon_volume = 150e9, 0.3, 8.0      # Pa, -, angstrom^3
face_stress = young * expansion * DELTA_T / 2 / (1 - poisson)
stress_energy = 2 / 3 * face_stress * carbon_volume * 1e-30 / const.e
stress_change = 100 * np.expm1(
    -stress_energy * (1 / (K * T_COLD) + 1 / (K * T_HOT)))
sol_pre, sol_energy = 0.12, 0.42
grid = np.linspace(0, LENGTH, 201)
solubility = 1e6 * sol_pre * np.exp(-sol_energy
                                    / (K * plate_temperature(grid)))
saturation = np.max(carbon(grid) / solubility)
assert saturation < 1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Boltzmann constant", K, "eV/K", 6)
show("Heat of transport (rough)", Q_C, "eV")
show("Heat of transport, converted", Q_C / HARTREE, "hartree")
show("Migration energy (rough)", E_MIG, "eV")
show("Diffusion prefactor (rough)", D_PRE, "mm^2/s")
show("Plate thickness", LENGTH, "mm")
print(f"Cold and hot face: {T_COLD:.0f}, {T_HOT:.0f} K")
show("Mean carbon content", C_MEAN, "atomic ppm")
show("Slope of ln c against 1/T, Q/k", Q_C / K, "K", 6)
show("Slope from finite volumes", slope_numeric, "K", 6)
show("Prefactor A", prefactor, "atomic ppm")
for x in np.linspace(0, LENGTH, 5):
    print(f"x = {x:.2f} mm: T = {plate_temperature(x):.1f} K, "
          f"c = {carbon(x):.2f} ppm")
show("ln(c_hot/c_cold)", log_ratio)
show("Same, small-difference estimate", log_linear)
show("c_hot/c_cold", c_hot / c_cold)
show("D at cold face", diffusivity(T_COLD), "mm^2/s", 3)
show("D at hot face", diffusivity(T_HOT), "mm^2/s", 3)
show("Relaxation time", tau / 3600, "h", 3)
show("Largest deviation after 5 such times", 100 * left_after_five, "%", 2)
show("Open ends at mean content: c at middle", open_mid, "ppm")
show("Sealed law from cold end: c at middle", sealed_from_cold, "ppm")
print(f"Hop test q1, q2, q3: {q1}, {q2}, {q3} eV")
show("Hop chain, largest relative error", chain_error, "", 2)
show("Hop flux, relative error", flux_error, "", 2)
show("Plate, 200 cells, largest relative error", errors_1d[-1], "", 2)
show("Plate, error ratio 50 to 100 cells", errors_1d[0] / errors_1d[1])
show("2D box, Arrhenius D, relative error", box_errors[0], "", 2)
show("2D box, constant D, relative error", box_errors[1], "", 2)
print("Neglected effects (rough inputs):")
show("Site blocking, change of end ratio", blocking, "%", 2)
print(f"Pair input: {neighbours} neighbours, {attraction} eV")
show("Carbon pairing, change of activity", pairing, "%", 2)
print(f"Trap input: {disl_density:.0e} m^-2, {sites_per_spacing} sites "
      f"per {spacing_m * 1e9:.2f} nm, {binding} eV")
show("Trapped/free carbon at cold face", trapping, "%", 2)
show("Linear expansion coefficient", expansion, "1/K", 2)
show("Volume change between faces", volume_change, "%", 2)
show("Assumed rise of |Q| from cold to hot", 100 * q_drift, "%", 2)
show("Resulting change of end ratio", drift_change, "%", 2)
show("Assumed fall of heat conductivity", 100 * fall, "%", 2)
show("Resulting change of A", bent_change, "%", 2)
print(f"Stress input: {young / 1e9:.0f} GPa, Poisson {poisson}, "
      f"{carbon_volume:.0f} angstrom^3")
show("Face stress if held flat and elastic", face_stress / 1e6, "MPa", 3)
show("Resulting change of end ratio", stress_change, "%", 2)
print(f"Solubility input: {sol_pre} exp(-{sol_energy} eV/kT)")
show("Largest carbon content/solubility", saturation, "", 2)
print("checks complete")
```

Output:

```
Boltzmann constant: 8.61733e-05 eV/K
Heat of transport (rough): -1 eV
Heat of transport, converted: -0.03675 hartree
Migration energy (rough): 0.87 eV
Diffusion prefactor (rough): 2 mm^2/s
Plate thickness: 5 mm
Cold and hot face: 800, 950 K
Mean carbon content: 100 atomic ppm
Slope of ln c against 1/T, Q/k: -11604.5 K
Slope from finite volumes: -11604.6 K
Prefactor A: 4.845e+07 atomic ppm
x = 0.00 mm: T = 800.0 K, c = 24.30 ppm
x = 1.25 mm: T = 837.5 K, c = 46.52 ppm
x = 2.50 mm: T = 875.0 K, c = 84.25 ppm
x = 3.75 mm: T = 912.5 K, c = 145.31 ppm
x = 5.00 mm: T = 950.0 K, c = 240.05 ppm
ln(c_hot/c_cold): 2.29
Same, small-difference estimate: 2.274
c_hot/c_cold: 9.879
D at cold face: 6.61e-06 mm^2/s
D at hot face: 4.85e-05 mm^2/s
Relaxation time: 34.8 h
Largest deviation after 5 such times: 1.7 %
Open ends at mean content: c at middle: 66.3 ppm
Sealed law from cold end: c at middle: 346.7 ppm
Hop test q1, q2, q3: 0.1, 0.3, 0.5 eV
Hop chain, largest relative error: 9.8e-14
Hop flux, relative error: 7e-07
Plate, 200 cells, largest relative error: 1.9e-05
Plate, error ratio 50 to 100 cells: 3.957
2D box, Arrhenius D, relative error: 0.00022
2D box, constant D, relative error: 0.00022
Neglected effects (rough inputs):
Site blocking, change of end ratio: -0.0072 %
Pair input: 10 neighbours, 0.1 eV
Carbon pairing, change of activity: 0.19 %
Trap input: 1e+12 m^-2, 10 sites per 0.25 nm, 0.6 eV
Trapped/free carbon at cold face: 0.095 %
Linear expansion coefficient: 1.5e-05 1/K
Volume change between faces: 0.68 %
Assumed rise of |Q| from cold to hot: 10 %
Resulting change of end ratio: 11 %
Assumed fall of heat conductivity: 15 %
Resulting change of A: 2.9 %
Stress input: 150 GPa, Poisson 0.3, 8 angstrom^3
Face stress if held flat and elastic: 241 MPa
Resulting change of end ratio: -19 %
Solubility input: 0.12 exp(-0.42 eV/kT)
Largest carbon content/solubility: 0.34
checks complete
```
